# Spin-Orbit Splitting and Quartet Masses at the SrTiO3 Conduction Edge: a program that tests the result

```python
# RESULT UNDER TEST
# Spin-orbit coupling xi L.S splits the t2g edge (yz, zx, xy) of a cubic
# perovskite into a quartet at -xi/2 and a doublet at +xi. Along a cube axis
# the quartet has the edge masses
#     m_a = m1      and      m_b = 3 m1 m2 / (m2 + 2 m1).
# SYMBOLS
# m1, m2 : light and heavy orbital masses without spin-orbit coupling (m0)
# xi     : spin-orbit constant (eV);  delta_so = 3 xi / 2
# E_l,E_h: light and heavy orbital energies at k;  u = E_l - E_h
# Energies are in eV and lengths in nm inside the program.
# All material parameters are rough values in the SrTiO3 regime.
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.optimize import brentq

H2 = const.hbar**2 / (2 * const.m_e * const.e) * 1e18   # hbar^2/2m0, eV nm^2
KB = const.k / const.e                                  # eV/K
m1, m2, xi, a = 0.4, 6.0, 0.020, 0.39
gap_p, cf = 3.5, 2.0            # t2g - O 2p and e_g - t2g separations at Gamma
delta_so = 1.5 * xi
t_pi = np.sqrt(H2 / m1 * gap_p) / a     # hopping that sets the light mass
t_sigma = 2 * t_pi
t_dd = H2 / m2 / a**2                   # hopping that sets the heavy mass


def angular(l):
    """Lx, Ly, Lz in the basis m = l, ..., -l."""
    m = np.arange(l, -l - 1, -1)
    up = np.diag(np.sqrt(l * (l + 1) - m[1:] * (m[1:] + 1.0)), 1)
    return [(up + up.T) / 2 + 0j, (up - up.T) / 2j, np.diag(m) + 0j]


pauli = [np.array([[0, 1], [1, 0]], complex),
         np.array([[0, -1j], [1j, 0]]),
         np.array([[1, 0], [0, -1]], complex)]


def l_dot_s(L):
    return sum(np.kron(A, s / 2) for A, s in zip(L, pauli))


# Real d orbitals as columns: yz, zx, xy, x2-y2, z2
r = 1 / np.sqrt(2)
U = np.array([[0, 0, -1j * r, r, 0],
              [1j * r, -r, 0, 0, 0],
              [0, 0, 0, 0, 1],
              [1j * r, r, 0, 0, 0],
              [0, 0, 1j * r, r, 0]])
L_d = [U.conj().T @ A @ U for A in angular(2)]
LS_d = l_dot_s(L_d)
L_t = [A[:3, :3] for A in L_d]
LS_t = l_dot_s(L_t)

# Projected L is minus an angular momentum of length one
for i in range(3):
    j, k3 = (i + 1) % 3, (i + 2) % 3
    comm = L_t[i] @ L_t[j] - L_t[j] @ L_t[i]
    assert np.allclose(comm, -1j * L_t[k3])
assert np.allclose(sum(A @ A for A in L_t), 2 * np.eye(3))
levels = np.linalg.eigvalsh(xi * LS_t)
assert np.allclose(levels, [-xi / 2] * 4 + [xi] * 2)
# A true p shell has the opposite order
levels_p = np.linalg.eigvalsh(xi * l_dot_s(angular(1)))
assert np.allclose(levels_p, [-xi] * 2 + [xi / 2] * 4)

# Whole d shell: e_g mixing lowers the quartet and leaves the doublet
H_shell = np.kron(np.diag([0, 0, 0, cf, cf]), np.eye(2)) + xi * LS_d
shell = np.linalg.eigvalsh(H_shell)
eg_shift = shell[0] + xi / 2
assert np.ptp(shell[:4]) < 1e-12
assert abs(eg_shift / (-1.5 * xi**2 / cf) - 1) < 0.03   # next order: xi/cf
assert np.allclose(shell[4:6], xi, atol=1e-12)


def lattice_bands(k, so):
    """Six t2g-derived bands of the Ti 3d - O 2p lattice at vector k."""
    k = np.asarray(k, float)
    s = 2j * np.sin(k * a / 2)
    H = np.zeros((14, 14), complex)
    H[:3, :3] = np.diag(2 * t_dd * (1 - np.cos(k * a)))
    H[3, 3] = H[4, 4] = cf
    H[range(5, 14), range(5, 14)] = -gap_p
    sig = np.array([[np.sqrt(3) / 2, -np.sqrt(3) / 2, 0],
                    [-0.5, -0.5, 1.0]])
    for ax in range(3):                 # oxygen on each cube axis
        for b in range(3):
            if b != ax:
                H[3 - ax - b, 5 + 3 * ax + b] = t_pi * s[ax]
        H[3:5, 5 + 4 * ax] = t_sigma * sig[:, ax] * s[ax]
    H = H + np.triu(H, 1).conj().T
    H = np.kron(H, np.eye(2))
    H[:10, :10] += so * LS_d
    return np.linalg.eigvalsh(H)[18:24]


def lattice_masses(direction, so):
    n = np.array(direction, float)
    n /= np.linalg.norm(n)
    k = 1e-3 / a
    rise = lattice_bands(k * n, so) - lattice_bands(0 * n, so)
    return H2 * k**2 / rise


bare = lattice_masses([0, 0, 1], 0.0)
heavy, light = bare[:2].mean(), bare[2:].mean()
assert abs(heavy / m2 - 1) < 1e-3 and abs(light / m1 - 1) < 1e-3


def edge_masses(ml, mh):
    """Slow quartet pair, fast quartet pair, doublet."""
    return np.array([3 * ml * mh / (mh + 2 * ml), ml,
                     3 * ml * mh / (2 * mh + ml)])


predicted = edge_masses(light, heavy)
lat = lattice_masses([0, 0, 1], xi)[[0, 2, 4]]
lat_weak = lattice_masses([0, 0, 1], xi / 4)[[0, 2, 4]]
dev = np.abs(lat / predicted - 1)
dev_weak = np.abs(lat_weak / predicted - 1)
# Neglected O 2p and e_g admixtures are of order xi/gap and fade with xi
assert np.all(dev < 0.01)
assert np.all(dev_weak < dev / 3)
m_b, m_a, m_d = edge_masses(m1, m2)


def six_state(eps, vectors=False):
    """t2g model; eps[..., 3] holds the energies of yz, zx, xy."""
    eps = np.asarray(eps, float)
    H = np.zeros(eps.shape[:-1] + (6, 6), complex) + xi * LS_t
    H[..., range(6), range(6)] += np.repeat(eps, 2, axis=-1)
    return np.linalg.eigh(H) if vectors else np.linalg.eigvalsh(H)


def axis_energies(k):
    return [H2 * k**2 / m1, H2 * k**2 / m1, H2 * k**2 / m2]


def closed_bands(k):
    El, _, Eh = axis_energies(k)
    f = np.sqrt((El - Eh + xi / 2)**2 + 2 * xi**2)
    mid = (El + Eh + xi / 2) / 2
    return np.array([mid - f / 2, El - xi / 2, mid + f / 2])


# Orbital content at the edge
_, vec = six_state(axis_energies(0.01), True)
xy_weight = (np.abs(vec[4:6, :])**2).sum(axis=0)[[0, 2, 4]]
assert np.allclose(xy_weight, [2 / 3, 0, 1 / 3], atol=1e-3)

# Closed bands against diagonalization, and against the lattice at small k
for k in (0.1, 0.3, 0.7, 1.5):
    assert np.allclose(np.repeat(np.sort(closed_bands(k)), 2),
                       six_state(axis_energies(k)), atol=1e-12)
k_test = 0.3
lat_rise = (lattice_bands([0, 0, k_test], xi)
            - lattice_bands([0, 0, 0], xi))[[0, 2, 4]]
closed_rise = closed_bands(k_test) - np.array([-xi / 2, -xi / 2, xi])
assert np.all(np.abs(lat_rise / closed_rise - 1) < 0.02)

# Quadratic correction in u
k_small = 0.03
u = H2 * k_small**2 * (1 / m1 - 1 / m2)
drop = six_state(axis_energies(k_small))[0] + xi / 2 - H2 * k_small**2 / m_b
assert abs(drop / (-2 / 9 * u**2 / delta_so) - 1) < 0.02


def lower(k):
    return six_state(axis_energies(k))[0]


def velocity_mass(k, h=1e-4):
    return 2 * H2 * k / ((lower(k + h) - lower(k - h)) / (2 * h))


for k in (0.2, 0.7, 1.5):
    u = H2 * k**2 * (1 / m1 - 1 / m2)
    f = np.sqrt((u + xi / 2)**2 + 2 * xi**2)
    inv = 1 / m2 + (1 / m1 - 1 / m2) * (1 - (u + xi / 2) / f) / 2
    assert abs(velocity_mass(k) * inv - 1) < 1e-4
assert abs(velocity_mass(0.01) / m_b - 1) < 0.01
assert abs(velocity_mass(3.0) / m2 - 1) < 0.02
h = 1e-3
curv = (lower(0.7 + h) - 2 * lower(0.7) + lower(0.7 - h)) / h**2
assert curv < 0

k_cross = np.sqrt(delta_so / (H2 * (1 / m1 - 1 / m2)))
k_ten = brentq(lambda k: 1 - (closed_bands(k)[0] + xi / 2)
               / (H2 * k**2 / m_b) - 0.10, 0.01, 1.0)
E_ten = H2 * k_ten**2 / m_b
k_110K = np.sqrt(KB * 110 * m_b / H2)
E_110K = lower(k_110K) + xi / 2

# Other directions
m110 = lattice_masses([1, 1, 0], xi)[[0, 2]]
m111 = lattice_masses([1, 1, 1], xi)[[0, 2]]
assert np.all(np.abs(m111 * (2 / m1 + 1 / m2) / 3 - 1) < 0.01)


def thermal(T, n):
    """Effective density of states (cm^-3), share in upper Kramers pair."""
    q = (np.arange(n) + 0.5) * np.pi / a / n
    K = np.stack(np.meshgrid(q, q, q, indexing="ij"), -1).reshape(-1, 3)
    s2 = 4 * t_pi**2 * np.sin(K * a / 2)**2
    w = s2.sum(axis=1, keepdims=True) - s2
    eps = (2 * t_dd * (1 - np.cos(K * a))
           - gap_p / 2 + np.sqrt(gap_p**2 / 4 + w))
    boltz = np.exp(-(six_state(eps) + xi / 2) / (KB * T))
    return (boltz.sum(axis=1).mean() / a**3 * 1e21,
            boltz[:, 4:].sum() / boltz.sum())


Nc, upper_share = thermal(300, 40)
Nc_coarse, share_coarse = thermal(300, 30)
assert abs(Nc_coarse / Nc - 1) < 0.01
assert abs(share_coarse / upper_share - 1) < 0.02
density = 1e18

# Tetragonal field on xy
tet = 0.003
e_tet = six_state([0, 0, tet])
tet_split = e_tet[2] - e_tet[0]
assert abs(tet_split / (2 * tet / 3) - 1) < 0.05   # next order: tet/delta_so

# Phonon dressing: second-order sum against its closed form
x = 0.3


def phonon_integrand(q):
    return np.log((1 + q*q + 2*x*q) / (1 + q*q - 2*x*q)) / (2*x*q) / np.pi


assert abs(quad(phonon_integrand, 0, np.inf)[0] - np.arcsin(x) / x) < 1e-6
w_LO, eps_inf, eps_s = 0.100, 5.2, 300.0
Ry = const.value("Rydberg constant times hc in eV")
alpha = (1 / eps_inf - 1 / eps_s) * np.sqrt(
    Ry * np.array([m_a, m_b]) / w_LO)
factor = 1 / (1 - alpha / 6)

print(f"light orbital mass m1 (rough input): {m1:.2f} m0")
print(f"heavy orbital mass m2 (rough input): {m2:.2f} m0")
print(f"spin-orbit constant xi (rough input): {xi*1e3:.1f} meV")
print(f"lattice constant (rough input): {a:.2f} nm")
print(f"t2g - O 2p separation (rough input): {gap_p:.1f} eV")
print(f"e_g - t2g separation (rough input): {cf:.1f} eV")
print(f"hbar^2/2m0: {H2*1e3:.3f} meV nm^2")
print(f"quartet level: {levels[0]*1e3:.1f} meV")
print(f"doublet level: {levels[5]*1e3:.1f} meV")
print(f"splitting: {(levels[5]-levels[0])*1e3:.1f} meV")
print(f"quartet shift by e_g mixing: {eg_shift*1e3:.3f} meV")
print("xy weight, slow quartet/fast quartet/doublet: "
      + " / ".join(f"{abs(v):.3f}" for v in xy_weight))
print(f"quartet mass m_a: {m_a:.3f} m0")
print(f"quartet mass m_b: {m_b:.3f} m0")
print(f"doublet mass: {m_d:.3f} m0")
print(f"lattice model m_a: {lat[1]:.4f} m0")
print(f"lattice model m_b: {lat[0]:.4f} m0")
print(f"lattice model doublet mass: {lat[2]:.4f} m0")
print(f"largest lattice-formula mass difference: {dev.max()*100:.2f} %")
for k in (0.1, 0.3, 0.7, 1.5):
    b = closed_bands(k) * 1e3
    print(f"k={k:.1f} /nm: E-, E(3/2), E+ = "
          f"{b[0]:.2f}, {b[1]:.2f}, {b[2]:.2f} meV")
for k in (0.1, 0.3, 0.7, 1.5, 3.0):
    print(f"k={k:.1f} /nm: lower-band momentum/velocity = "
          f"{velocity_mass(k):.2f} m0")
print(f"lower-band curvature at 0.7 /nm: {curv*1e3:.2f} meV nm^2")
print(f"k where u equals the splitting: {k_cross:.3f} /nm")
print(f"k where m_b parabola is 10 % too high: {k_ten:.3f} /nm")
print(f"parabolic energy at that k: {E_ten*1e3:.2f} meV")
print(f"thermal energy kT at 110 K: {KB*110*1e3:.2f} meV")
print(f"k where m_b parabola reaches it: {k_110K:.3f} /nm")
print(f"true lower-band energy there: {E_110K*1e3:.2f} meV")
print(f"[110] quartet masses: {m110[0]:.3f} and {m110[1]:.3f} m0")
print(f"[111] quartet masses: {m111[0]:.3f} and {m111[1]:.3f} m0")
print(f"thermal energy kT at 300 K: {KB*300*1e3:.2f} meV")
print(f"share of electrons in upper pair, 300 K: {upper_share*100:.1f} %")
print(f"effective density of states, 300 K: {Nc:.2e} cm^-3")
print(f"example electron density (input): {density:.1e} cm^-3")
print(f"density / effective density of states: {density/Nc:.4f}")
print(f"tetragonal field on xy (rough input): {tet*1e3:.1f} meV")
print(f"quartet splitting by that field: {tet_split*1e3:.2f} meV")
print(f"polar phonon energy (rough input): {w_LO*1e3:.0f} meV")
print(f"high-frequency permittivity (rough input): {eps_inf:.1f}")
print(f"static permittivity (rough input): {eps_s:.0f}")
print(f"phonon coupling alpha for m_a, m_b: {alpha[0]:.2f}, {alpha[1]:.2f}")
print(f"phonon mass factor for m_a, m_b: {factor[0]:.2f}, {factor[1]:.2f}")
print("no test failed")
```

Output:

```
light orbital mass m1 (rough input): 0.40 m0
heavy orbital mass m2 (rough input): 6.00 m0
spin-orbit constant xi (rough input): 20.0 meV
lattice constant (rough input): 0.39 nm
t2g - O 2p separation (rough input): 3.5 eV
e_g - t2g separation (rough input): 2.0 eV
hbar^2/2m0: 38.100 meV nm^2
quartet level: -10.0 meV
doublet level: 20.0 meV
splitting: 30.0 meV
quartet shift by e_g mixing: -0.298 meV
xy weight, slow quartet/fast quartet/doublet: 0.667 / 0.000 / 0.333
quartet mass m_a: 0.400 m0
quartet mass m_b: 1.059 m0
doublet mass: 0.581 m0
lattice model m_a: 0.3986 m0
lattice model m_b: 1.0562 m0
lattice model doublet mass: 0.5839 m0
largest lattice-formula mass difference: 0.55 %
k=0.1 /nm: E-, E(3/2), E+ = -9.65, -9.05, 20.66 meV
k=0.3 /nm: E-, E(3/2), E+ = -7.19, -1.43, 26.34 meV
k=0.7 /nm: E-, E(3/2), E+ = -0.39, 36.67, 60.18 meV
k=1.5 /nm: E-, E(3/2), E+ = 13.34, 204.31, 225.26 meV
k=0.1 /nm: lower-band momentum/velocity = 1.09 m0
k=0.3 /nm: lower-band momentum/velocity = 1.41 m0
k=0.7 /nm: lower-band momentum/velocity = 3.31 m0
k=1.5 /nm: lower-band momentum/velocity = 5.65 m0
k=3.0 /nm: lower-band momentum/velocity = 5.97 m0
lower-band curvature at 0.7 /nm: -4.89 meV nm^2
k where u equals the splitting: 0.581 /nm
k where m_b parabola is 10 % too high: 0.257 /nm
parabolic energy at that k: 2.37 meV
thermal energy kT at 110 K: 9.48 meV
k where m_b parabola reaches it: 0.513 /nm
true lower-band energy there: 6.49 meV
[110] quartet masses: 0.748 and 0.472 m0
[111] quartet masses: 0.579 and 0.579 m0
thermal energy kT at 300 K: 25.85 meV
share of electrons in upper pair, 300 K: 5.0 %
effective density of states, 300 K: 5.80e+19 cm^-3
example electron density (input): 1.0e+18 cm^-3
density / effective density of states: 0.0173
tetragonal field on xy (rough input): 3.0 meV
quartet splitting by that field: 1.93 meV
polar phonon energy (rough input): 100 meV
high-frequency permittivity (rough input): 5.2
static permittivity (rough input): 300
phonon coupling alpha for m_a, m_b: 1.39, 2.27
phonon mass factor for m_a, m_b: 1.30, 1.61
no test failed
```
